# Coupled plasmon-phonon modes of n-type GaAs: an examination question: verification in Python

```python
# Result under test: undamped long-wavelength plasmon-phonon modes of n-GaAs obey
#   w^4 - (L^2 + P^2) w^2 + P^2 T^2 = 0,
# giving about 227 and 345 per cm for T = 268, L = 292, P = 292 per cm.
# T, L: transverse and longitudinal optical phonon wavenumbers.
# P: electron plasma wavenumber screened by the high-frequency permittivity.
# w: mode wavenumber. Time dependence exp(-i w t), so damped modes have Im w < 0.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

T, L, P = 268.0, 292.0, 292.0
eps_inf, mass_ratio = 10.9, 0.067
mobility_cm2, phonon_damping = 3000.0, 2.5
temperature, film_thickness = 300.0, 1.0e-6
laser_wavelength, laser_index = 785e-9, 3.7
nonparabolicity = 0.6                       # per eV
lattice_constant = 0.565e-9
mass_ga, mass_as = 69.72, 74.92             # atomic mass units

e, m = sc.e, mass_ratio * sc.m_e
permittivity = sc.epsilon_0 * eps_inf
rad_per_cm = 2 * np.pi * sc.c * 100         # rad/s for one per cm
mev_per_cm = sc.h * sc.c * 100 / e * 1000
kT = sc.k * temperature / e                 # eV


def closed_modes(t, l, p, b=0.0):
    """Mode wavenumbers; b is the squared finite-wavevector term."""
    total = l**2 + p**2 + b
    product = l**2 * b + p**2 * t**2
    root = np.sqrt(total**2 - 4 * product)
    return np.sqrt(np.array([total - root, total + root]) / 2)


def dielectric(w, p=P, g=0.0, G=0.0):
    """Permittivity divided by its high-frequency value."""
    return 1 + (L**2 - T**2) / (T**2 - w**2 - 1j * G * w) - p**2 / (w * (w + 1j * g))


def numeric_modes(function, low=1e-3, high=1e4):
    return np.array([brentq(function, low, T - 1e-5, xtol=1e-10),
                     brentq(function, T + 1e-5, high, xtol=1e-10)])


# Main result from three roads
modes = closed_modes(T, L, P)
zeros = numeric_modes(lambda w: dielectric(w).real)
assert np.allclose(modes, zeros, atol=1e-6)

density = permittivity * m * (P * rad_per_cm)**2 / e**2
ion_mass = mass_ga * mass_as / (mass_ga + mass_as) * sc.atomic_mass
cell_volume = lattice_constant**3 / 4
K = np.sqrt(L**2 - T**2)
Z = K * rad_per_cm * np.sqrt(permittivity * ion_mass * cell_volume) / e
# Field made by unit ion displacement and by unit electron displacement
field_ion = -Z * e / (cell_volume * permittivity)
field_electron = e * density / permittivity
stiffness = np.array([
    [(T * rad_per_cm)**2 - Z * e * field_ion / ion_mass,
     -Z * e * field_electron / ion_mass],
    [e * field_ion / m, e * field_electron / m]])
squares, vectors = np.linalg.eig(stiffness)
order = np.argsort(squares.real)
mechanical = np.sqrt(squares.real[order]) / rad_per_cm
vectors = vectors[:, order].real
assert np.allclose(mechanical, modes, rtol=1e-9)
assert [round(x) for x in mechanical] == [227, 345]
assert np.allclose(mechanical**2, [L**2 - L * K, L**2 + L * K], rtol=1e-9)
ion_energy = ion_mass / cell_volume * vectors[0]**2
electron_energy = density * m * vectors[1]**2
electron_share = electron_energy / (ion_energy + electron_energy)
assert np.allclose(electron_share, 0.5, atol=1e-7)
assert zeros[0] < T and zeros[1] > L
assert np.isclose(np.prod(zeros), P * T) and np.isclose(np.sum(zeros**2), L**2 + P**2)

# Limits of low and high density
dilute = numeric_modes(lambda w: dielectric(w, p=10.0).real)
dense = numeric_modes(lambda w: dielectric(w, p=5000.0).real)
assert np.allclose(dilute, [10.0 * T / L, L], rtol=1e-3)
assert np.allclose(dense, [T, 5000.0], rtol=1e-3)

# Other reading of "screened": static permittivity
eps_static = eps_inf * dielectric(1e-3, p=0.0).real
assert np.isclose(eps_static / eps_inf, (L / T)**2, rtol=1e-8)
P_other = P * np.sqrt(eps_static / eps_inf)
other_modes = numeric_modes(lambda w: dielectric(w, p=P_other).real)


# Damping
def damped_modes(g, G):
    first = np.polymul([1, 1j * G, -L**2], [1, 1j * g, 0])
    roots = np.roots(np.polysub(first, P**2 * np.array([1, 1j * G, -T**2])))
    roots = roots[roots.real > 1]
    return roots[np.argsort(roots.real)]


electron_damping = e / (m * mobility_cm2 * 1e-4) / rad_per_cm
damped = damped_modes(electron_damping, phonon_damping)
assert len(damped) == 2
assert np.all(abs(dielectric(damped, g=electron_damping, G=phonon_damping)) < 1e-8)
weak = damped_modes(0.01 * electron_damping, 0.01 * phonon_damping)
rule_width = electron_share * electron_damping + (1 - electron_share) * phonon_damping
assert np.allclose(-2 * weak.imag, 0.01 * rule_width, rtol=1e-3)
widths = -2 * damped.imag
peaks = []
for low, high in ((150.0, 265.0), (300.0, 450.0)):
    grid = np.arange(low, high, 0.01)
    loss = (-1 / dielectric(grid, g=electron_damping, G=phonon_damping)).imag
    top = int(np.argmax(loss))
    assert 0 < top < len(grid) - 1
    peaks.append(grid[top])
assert np.all(abs(np.array(peaks) - damped.real) < widths / 2)

# Fermi statistics: band energy x = hbar^2 k^2 / 2m in eV, x = t^2
t = np.linspace(0, 1.1, 4001)
x = t**2
dt = t[1] - t[0]
state_factor = (2 * m * e / sc.hbar**2)**1.5 / (2 * np.pi**2)


def integral(values):
    """Integral of sqrt(x) * values over x."""
    y = 2 * x * values
    return dt * (np.sum(y) - (y[0] + y[-1]) / 2)


def filled(mu, alpha=0.0):
    energy = 2 * x / (1 + np.sqrt(1 + 4 * alpha * x))
    return expit((mu - energy) / kT)


mu = brentq(lambda u: state_factor * integral(filled(u)) / density - 1, -0.3, 0.3)
mean_energy = integral(x * filled(mu)) / integral(filled(mu))
v_rms = np.sqrt(2 * mean_energy * e / m)
fermi_energy = sc.hbar**2 * (3 * np.pi**2 * density)**(2 / 3) / (2 * m * e)

# Finite wavevector: velocity integral against its small-q formula
q_film = np.pi / film_thickness
v = np.linspace(-1, 1, 4001) * np.sqrt(2 * e / m)
velocity_weight = np.logaddexp(0, (mu - m * v**2 / (2 * e)) / kT)
velocity_weight /= np.sum(velocity_weight)
qv = q_film * v / rad_per_cm
assert np.max(qv) < 100


def nonlocal_dielectric(w):
    electron_part = P**2 * np.sum(velocity_weight / (w - qv)**2)
    return 1 + (L**2 - T**2) / (T**2 - w**2) - electron_part


film_shift = numeric_modes(nonlocal_dielectric, low=100.0) - zeros
B_film = (q_film * v_rms / rad_per_cm)**2
formula_shift = closed_modes(T, L, P, B_film) - modes
assert np.allclose(film_shift, formula_shift, rtol=0.01)
q_raman = 4 * np.pi * laser_index / laser_wavelength
raman_ratio = q_raman * v_rms / (modes[0] * rad_per_cm)


# Nonparabolic band: mean inverse mass relative to the band edge
def inverse_mass(u, alpha):
    s = np.sqrt(1 + 4 * alpha * x)
    f = filled(u, alpha)
    curvature = integral(f * (1 / s - 4 * alpha * x / (3 * s**3))) / integral(f)
    surface = integral(2 * x / (3 * s**2) * f * (1 - f) / kT) / integral(f)
    assert np.isclose(curvature, surface, rtol=1e-6)
    return curvature


def plasma_mismatch(u):
    n = state_factor * integral(filled(u, nonparabolicity))
    return n * inverse_mass(u, nonparabolicity) / density - 1


mu_np = brentq(plasma_mismatch, -0.1, 0.2)
density_np = state_factor * integral(filled(mu_np, nonparabolicity))
mass_np = mass_ratio / inverse_mass(mu_np, nonparabolicity)

print(f"Inputs T, L, P: {T:.0f}, {L:.0f}, {P:.0f} per cm")
print(f"High-frequency permittivity (rough): {eps_inf:.1f}")
print(f"Band-edge mass (rough): {mass_ratio:.3f} electron masses")
print(f"L^2 = P^2: {L**2:.0f} per cm^2")
print(f"T^2: {T**2:.0f} per cm^2")
print(f"L^2 + P^2: {L**2 + P**2:.0f} per cm^2")
print(f"P^2 T^2: {P**2 * T**2:.5e} per cm^4")
print(f"K = sqrt(L^2 - T^2): {K:.2f} per cm")
print(f"L K: {L * K:.0f} per cm^2")
print(f"Squared modes: {modes[0]**2:.0f}, {modes[1]**2:.0f} per cm^2")
print(f"Modes, closed formula: {modes[0]:.2f}, {modes[1]:.2f} per cm")
print(f"Modes, zeros of permittivity: {zeros[0]:.2f}, {zeros[1]:.2f} per cm")
print(f"Modes, mechanical matrix: {mechanical[0]:.2f}, {mechanical[1]:.2f} per cm")
print(f"Modes: {modes[0] * mev_per_cm:.2f}, {modes[1] * mev_per_cm:.2f} meV")
print(f"Mode separation: {modes[1] - modes[0]:.2f} per cm")
print(f"Electron energy share: {electron_share[0]:.3f}, {electron_share[1]:.3f}")
print(f"Effective ion charge from L and T: {Z:.2f} e")
print(f"Electron density, parabolic band: {density * 1e-6:.2e} per cm^3")
print(f"Static permittivity: {eps_static:.2f}")
print(f"If 292 used static screening, P becomes: {P_other:.1f} per cm")
print(f"Modes in that case: {other_modes[0]:.1f}, {other_modes[1]:.1f} per cm")
print(f"Mobility (rough): {mobility_cm2:.0f} cm2/Vs")
print(f"Electron damping rate: {electron_damping:.1f} per cm")
print(f"Phonon damping rate (rough): {phonon_damping:.1f} per cm")
print(f"Damped modes, real part: {damped[0].real:.1f}, {damped[1].real:.1f} per cm")
print(f"Damped modes, full width: {widths[0]:.1f}, {widths[1]:.1f} per cm")
print(f"Width from energy shares: {rule_width[0]:.1f} per cm")
print(f"Loss-function peaks: {peaks[0]:.1f}, {peaks[1]:.1f} per cm")
print(f"Temperature: {temperature:.0f} K; kT: {kT * 1000:.1f} meV")
print(f"Fermi energy at zero temperature: {fermi_energy * 1000:.1f} meV")
print(f"Chemical potential at 300 K: {mu * 1000:.1f} meV")
print(f"Mean kinetic energy at 300 K: {mean_energy * 1000:.1f} meV")
print(f"Root-mean-square speed: {v_rms:.2e} m/s")
print(f"Film thickness: {film_thickness * 1e6:.1f} micrometre")
print(f"Film wavevector pi/d: {q_film:.2e} per m")
print(f"B for the film: {B_film:.1f} per cm^2")
print(f"Film wavevector shifts: {film_shift[0]:.3f}, {film_shift[1]:.3f} per cm")
print(f"Raman laser: {laser_wavelength * 1e9:.0f} nm; index (rough): {laser_index:.1f}")
print(f"Raman backscattering wavevector: {q_raman:.2e} per m")
print(f"Raman ratio q v_rms / w, lower mode: {raman_ratio:.2f}")
print(f"Nonparabolicity (rough): {nonparabolicity:.1f} per eV")
print(f"Mean optical mass, nonparabolic: {mass_np:.4f} electron masses")
print(f"Density for P = 292, nonparabolic: {density_np * 1e-6:.2e} per cm^3")
print(f"Density increase: {100 * (density_np / density - 1):.1f} percent")
print("done: every assertion held")
```

Running it gives:

```
Inputs T, L, P: 268, 292, 292 per cm
High-frequency permittivity (rough): 10.9
Band-edge mass (rough): 0.067 electron masses
L^2 = P^2: 85264 per cm^2
T^2: 71824 per cm^2
L^2 + P^2: 170528 per cm^2
P^2 T^2: 6.12400e+09 per cm^4
K = sqrt(L^2 - T^2): 115.93 per cm
L K: 33852 per cm^2
Squared modes: 51412, 119116 per cm^2
Modes, closed formula: 226.74, 345.13 per cm
Modes, zeros of permittivity: 226.74, 345.13 per cm
Modes, mechanical matrix: 226.74, 345.13 per cm
Modes: 28.11, 42.79 meV
Mode separation: 118.39 per cm
Electron energy share: 0.500, 0.500
Effective ion charge from L and T: 2.20 e
Electron density, parabolic band: 6.94e+17 per cm^3
Static permittivity: 12.94
If 292 used static screening, P becomes: 318.1 per cm
Modes in that case: 235.6, 361.9 per cm
Mobility (rough): 3000 cm2/Vs
Electron damping rate: 46.5 per cm
Phonon damping rate (rough): 2.5 per cm
Damped modes, real part: 227.2, 343.7 per cm
Damped modes, full width: 24.7, 24.3 per cm
Width from energy shares: 24.5 per cm
Loss-function peaks: 225.2, 344.3 per cm
Temperature: 300 K; kT: 25.9 meV
Fermi energy at zero temperature: 42.7 meV
Chemical potential at 300 K: 26.3 meV
Mean kinetic energy at 300 K: 49.4 meV
Root-mean-square speed: 5.09e+05 m/s
Film thickness: 1.0 micrometre
Film wavevector pi/d: 3.14e+06 per m
B for the film: 72.1 per cm^2
Film wavevector shifts: 0.080, 0.052 per cm
Raman laser: 785 nm; index (rough): 3.7
Raman backscattering wavevector: 5.92e+07 per m
Raman ratio q v_rms / w, lower mode: 0.71
Nonparabolicity (rough): 0.6 per eV
Mean optical mass, nonparabolic: 0.0736 electron masses
Density for P = 292, nonparabolic: 7.63e+17 per cm^3
Density increase: 9.9 percent
done: every assertion held
```
